# Choosing and Understanding Small FFT Boxes for Ultrasoft Augmentation Charges, part 2

Augmentation charges \(n_{\rm aug}(\mathbf r)=\sum_I\sum_{ij}\rho^I_{ij}Q_{ij}(\mathbf r-\mathbf R_I)\), with occupations \(\rho^I_{ij}\) and \(n_{ij}\) pairs of real \(Q_{ij}\) vanishing beyond \(r_c\), are built with one small FFT box per atom. Hartree atomic units are used. The cell has \(N_{\rm at}\) atoms, vectors \(\mathbf a_k\), volume \(\Omega\), \(N_k\) grid points along \(\mathbf a_k\), volume element \(dV\), and \(N_G\) reciprocal vectors \(|\mathbf G|<G_c\). The reference is the dense route,
\[
n(\mathbf G)=\frac1\Omega\sum_I\hat Q^I(\mathbf G)\,e^{-i\mathbf G\cdot\mathbf R_I},\qquad|\mathbf G|<G_c .
\]
For one atom at \(\mathbf R\), \(Q=\sum_{ij}\rho_{ij}Q_{ij}\) has transform \(\hat Q\). The box (side \(L_b\) if cubic) has \(n_k\) points along \(\mathbf a_k\) with the cell's grid steps, \(N_b\) points \(\mathbf x_j\) in all, volume \(\Omega_b=N_b\,dV\), \(n_g\) reciprocal vectors \(|\mathbf g|<G_c\), and a grid-point origin \(\mathbf O\) that follows the atom; \(\boldsymbol\tau=\mathbf R-\mathbf O\), and \(\boldsymbol\delta\) is the atom's displacement from its nearest grid point. The box density, zero outside this window, is
\[
n_b(\mathbf O+\mathbf x_j)=\frac1{\Omega_b}\sum_{|\mathbf g|<G_c}\hat Q(\mathbf g)\,e^{-i\mathbf g\cdot\boldsymbol\tau}\,e^{i\mathbf g\cdot\mathbf x_j},\tag{1}
\]
In a fixed potential \(V\), the box energy \(E_b\) minus the dense energy is
\[
\Delta E=dV\sum_{\mathbf r\notin{\rm window}}F(\mathbf r)\big[V(\pi\mathbf r)-V(\mathbf r)\big],\qquad|\Delta E|\le(V_{\max}-V_{\min})\,dV\!\!\sum_{\mathbf r\notin{\rm window}}\!|F|.\tag{2}
\]
Here \(F\) is the atom's dense density in a supercell common to cell and box, and \(\pi\mathbf r\) is the window point congruent to \(\mathbf r\) modulo \(n_k\).

The first rule is that the window must contain the sphere of radius \(r_c\), which takes 16 points per side in the example.

The example is the oxygen 2p channel: \(r_c=1.5\), \(r_{\rm in}=1.0\), grid step \(h=0.2\) bohr, \(G_c=14\) bohr\(^{-1}\), a 12 bohr cubic cell, a 20-point (4 bohr) box and the atom at \((6.07,5.94,6.09)\) bohr. With \(\rho=1+\mathbf u\mathbf u^T\), \(\mathbf u=(1,2,2)/3\), and \(q_L\) the radial function of angular momentum \(L\), a polynomial inside \(r_{\rm in}\),
\[
\hat Q(\mathbf k)=4\hat q_0-3\hat q_2\big[(\mathbf u\cdot\hat k)^2-\tfrac13\big],\qquad\hat q_L=\int q_L\,j_L(kr)\,r^2dr.
\]
\(V\) comes from a Gaussian charge \(+2\) e of width \(0.7\) bohr at \((7.6,7.0,7.2)\) bohr. It gives \(\Delta E=4.10\times10^{-6}\) Ha; the bound in (2) is about 5400 times larger.

**Second rule: the remaining density error is set by the cutoff**

Consider the filtered function in infinite space, first for \(L=0\). The function \(f=q_0/4\pi\) has transform \(\hat q_0\), and the angular integral of the inverse transform gives, with \(\gamma(k)=k\hat q_0(k)=\int q_0\,r\sin kr\,dr\),
\[
f^c(r)=\frac{4\pi}{(2\pi)^3}\int_0^{G_c}\hat q_0\frac{\sin kr}{kr}k^2dk=\frac1{2\pi^2r}\int_0^{G_c}\gamma(k)\sin kr\,dk .
\]
Integrate by parts, using \(\int\gamma\sin kr\,dk=-\gamma\cos kr/r+r^{-1}\!\int\gamma'\cos kr\,dk\) and \(\int\gamma'\cos kr\,dk=\gamma'\sin kr/r-r^{-1}\!\int\gamma''\sin kr\,dk\) in turn. At \(k=0\) the sine terms vanish, and the cosine terms vanish because \(\gamma\) is odd, so \(\gamma(0)=\gamma''(0)=0\). With all \(\gamma\)'s at \(G_c\),
\[
2\pi^2r^2f^c=-\gamma\cos G_cr+\frac{\gamma'}{r}\sin G_cr+\frac{\gamma''}{r^2}\cos G_cr-\frac{\gamma'''}{r^3}\sin G_cr+\dots
\]
Each \(k\) derivative brings a factor \(r'\le r_c\) under the radial integral, so the expansion parameter is of order \(r_c/r\). The sum of the four terms is tested against the \(k\) integral at three radii from 30 to 33.7 bohr, with a tolerance of about \(1.5\times10^{-3}\) of the leading amplitude. This checks the first two terms; they alone meet the tolerance, so the third and fourth are not tested. At the face of the 4 bohr box the ratio of the second amplitude to the first is \(4.887/(2\times3.038)=0.8\), so there the leading term gives an order of magnitude and no more.

For \(L=2\), use \(Q=0\) beyond \(r_c\) to write the filtered function as minus the integral over \(k>G_c\). The angular integral gives \(4\pi i^2j_2(kr)\), and since \(kr\ge G_cr\gg1\), \(j_2\to-\sin kr/kr\); the two signs cancel and the \(L=0\) form returns with \(\gamma=k\hat Q(k\hat r)\). To leading order in \(r_c/r\) and \(1/G_cr\), for this even \(Q\),
\[
Q^c(\mathbf r)\simeq-\frac{G_c\,\hat Q(G_c\hat r)}{2\pi^2r^2}\cos G_cr .
\]
This extension is derived and not separately tested. Along \(\mathbf u\), \(\hat Q=4\hat q_0-2\hat q_2=0.87\times10^{-4}+7.31\times10^{-4}=8.2\times10^{-4}\) e: the quadrupole part dominates at this cutoff although the charge is all in \(L=0\). At \(r=2\) bohr the leading amplitude is \(14\times8.2\times10^{-4}/(2\pi^2\times4)\approx1.5\times10^{-4}\) e/bohr\(^3\).

Two consequences follow. The \(L^1\) norm of an \(r^{-2}\) tail is proportional to \(\int dr\) and grows with the cell, so the bound in (2) worsens with cell size. The bound ignores the signs of the terms in (2) and gives each of them the largest potential difference, which is why it can exceed the true \(\Delta E\) by a factor as large as the 5400 found here. The squared \(L^2\) norm outside radius \(a\) is proportional to \(\int_a^\infty r^{-2}dr=1/a\), so if the folded images add incoherently the error falls as \(L_b^{-1/2}\) in a large cell. The errors for 16, 20, 24 and 30 points are \(9.2,\ 7.6,\ 6.9,\ 5.9\times10^{-4}\). From 20 to 30 points the error drops by \(7.55/5.91=1.28\), against the estimate \(\sqrt{1.5}=1.22\), while the box points rise by \(1.5^3=3.4\).

Raising the cutoff from 8 to 14 bohr\(^{-1}\) at 20 points lowers the error from \(2.3\times10^{-2}\) to \(7.6\times10^{-4}\), each relative to the dense density at the same cutoff, a factor 31. Integration by parts of \(\gamma=\int q_0r\sin kr\,dr\) in \(r\) leaves a boundary term at the first discontinuous derivative, with one power of \(1/k\) per step: the third derivative jumps at \(r_c\), giving \(k^{-4}\), and the fourth at \(r_{\rm in}\), giving \(k^{-5}\). These envelopes predict factors \((14/8)^4=9\) and \((14/8)^5=16\). The observed 31 exceeds both. The envelopes are derived for \(L=0\) only, and each boundary term carries a factor oscillating in \(kr_c\) or \(kr_{\rm in}\), so a ratio between two particular cutoffs depends on these phases and 31 belongs to this pair of cutoffs. Once the sphere is contained, the \(L^2\) density error is lowered by making \(\hat Q\) and its \(k\) derivatives small near \(G_c\) in every \(L\) channel (a zero of \(\hat Q(G_c)\) alone leaves the \(\gamma'\) term), through smoother \(q_L\) or a higher cutoff, and little by a larger box. Because \(\hat Q(G_c)\) oscillates, a higher cutoff lowers only the envelope of the error, and a modest increase of \(G_c\) can raise it. This rule concerns the density norm alone: energy and force errors weight the tail with \(V(\pi\mathbf r)-V(\mathbf r)\) and can fall much faster with box size than \(L_b^{-1/2}\), so they should be converged separately. Their dependence on box size is not scanned here.

**Screened coefficients and forces**

Insert (1) into \(E_b=dV\sum_jV_jn_b\), with \(V_j=V(\mathbf O+\mathbf x_j)\) real and \(\tilde V(\mathbf g)=N_b^{-1}\sum_jV_je^{-i\mathbf g\cdot\mathbf x_j}\). Since \(dV/\Omega_b=1/N_b\), the sum over \(j\) gives \(\tilde V^*\):
\[
E_b=\sum_{\mathbf g}\hat Q(\mathbf g)e^{-i\mathbf g\cdot\boldsymbol\tau}\tilde V(\mathbf g)^* .
\]
At fixed \(\mathbf O\), \(\partial\boldsymbol\tau/\partial\mathbf R=1\), and the derivative of the phase gives \(-i\mathbf g\). Therefore
\[
D_{ij}=\frac{\partial E}{\partial\rho_{ij}}=\sum_{\mathbf g}\hat Q_{ij}e^{-i\mathbf g\cdot\boldsymbol\tau}\tilde V^*,\qquad\mathbf F=-\frac{\partial E}{\partial\mathbf R}=\sum_{\mathbf g}i\mathbf g\,\hat Q\,e^{-i\mathbf g\cdot\boldsymbol\tau}\tilde V^* .
\]
For a nonlinear energy the chain rule gives the same expressions with \(V_j\,dV=\partial E/\partial n_j\). \(\mathbf F\) is the term at fixed \(\rho_{ij}\); the dependence of \(\rho_{ij}\) on \(\mathbf R\) through the projectors is a separate force term. Density, \(D_{ij}\) and \(\mathbf F\) are mutually consistent when they share the box, origin and sphere.

Both formulas are tested against finite differences of \(E=\tfrac12\Omega\sum_{0<|\mathbf G|<G_c}4\pi|n(\mathbf G)|^2/G^2\), where \(n\) is the augmentation density minus the Gaussian. The box gives \(1.5462752\) Ha and the dense route \(1.5462716\) Ha, a difference of \(3.6\times10^{-6}\) Ha or \(0.10\) meV. The cross term contributes the \(4.1\times10^{-6}\) Ha of (2), so the self-energy of the cloud contributes \(-0.5\times10^{-6}\) Ha. The largest difference in \(D_{ab}\) is \(0.351227-0.351217=1\times10^{-5}\) Ha, in \(D_{xx}\). The dense force \((0.3818,0.2587,0.2713)\) Ha/bohr has magnitude \(0.535\) and pulls the electron cloud toward the positive charge; the box force differs by \(9.6\times10^{-5}\) Ha/bohr (\(4.9\) meV/Å), or \(1.8\times10^{-4}\) of the force. Differentiating (2) with respect to \(\mathbf R\) at fixed window acts on the tail, of wave number \(G_c\), so the force error should be of order \(G_c\) times the amplitude with which \(\Delta E\) oscillates as the atom moves. The single value found here gives \(G_c|\Delta E|=14\times4.1\times10^{-6}=5.7\times10^{-5}\) Ha/bohr; one value is not the amplitude, so this is an order-of-magnitude comparison only. In this configuration the force error, \(1.8\times10^{-4}\) of \(|\mathbf F|\), is relatively larger than the energy error, \(2.3\times10^{-6}\) of \(E\).

**Artefacts in dynamics**

The window in (2) changes when the atom crosses a half step and \(\mathbf O\) moves, so the energy is discontinuous there by the difference of two box errors, and the force does not contain this step. At \(x=6.1\) bohr the jump is \(-2.1\times10^{-6}\) Ha (\(-0.06\) meV). The self-energy of the cloud, \(1.033655\) Ha, is independent of position in the dense route because \(|n(\mathbf G)|^2\) has no phase; over seven positions along the cube diagonal of one grid step it varies by \(1.5\times10^{-6}\) Ha with the box and by \(5.0\times10^{-6}\) Ha with direct sampling. Along this path the advantage over sampling is a factor of three in this quantity; the ratio depends on the path taken through the grid cell and is larger along other paths, about 6 along a face diagonal and above 20 along \(x\). Cutting out a window multiplies by a step function, so the box density is not confined to the \(\mathbf G\) sphere of the cell; \(5.8\times10^{-4}\) of its \(L^2\) norm lies outside.

**Cost**

Per atom the box needs \(n_{ij}\) multiplications on each of \(n_g\approx\Omega_bG_c^3/6\pi^2\) vectors, an FFT of order \(N_b\log N_b\) and \(N_b\) additions, none depending on the cell, so the augmentation work is linear in \(N_{\rm at}\). The ratio \(N_G/n_g\) is close to \(\Omega/\Omega_b\): \(80173/2945=27.2\) against 27 for the 12 bohr cell, and \(640603/2945=218\) against 216 for 24 bohr. Wall times for building the density of 8, 27 and 64 atoms at one atom per 216 bohr\(^3\) are 30, 242 and 1599 ms for the dense route (including its final dense FFT) and 3.3, 9.1 and 23 ms with boxes. They depend on the machine; the fitted exponents, 1.89 and 0.94, are tested to lie above 1.6 and between 0.7 and 1.4. The relative density difference stays at \(7.7\times10^{-4}\) for the three sizes. When \(\Omega_b\) approaches \(\Omega\) the reduction in vectors disappears and one FFT per atom is added, so small cells gain nothing; at \(n_k=N_k\) nothing lies outside the window and the two routes coincide. The linear scaling holds for building \(n_{\rm aug}\), \(D_{ij}\) and \(\mathbf F\) from given \(\rho_{ij}\) and \(V\). The dense FFTs, the projections that yield \(\rho_{ij}\) and the orthogonalization of the orbitals are untouched by the box and keep their own scaling.

## Calculated quantities

```
O atom LDA total energy -74.4730 Ha, 2p level -0.33838 Ha
virial residual -1.4e-04 Ha
r_c 1.5 bohr, r_in 1.0 bohr, h 0.2 bohr, G_c 14.0 1/bohr, E_c 98.0 Ha
pseudo-orbital c0 c1 c2 (a.u.): 1.155907 -0.587421 0.089374
q_0 coefficients of r^0,2,..8 (a.u.): 3.02770 -6.10770 4.87941 -1.82773 0.26772
q_2 coefficients of r^2,4,..10 (a.u.): 15.66746 -51.94424 68.26926 -41.41745 9.66437
norm deficit 0.340558 e, L=2 moment 0.173954 e bohr^2
qhat_0(G_c) 2.170e-05 e, qhat_2(G_c) -3.654e-04 e
tail: gamma(G_c) 3.038e-04 e/bohr, gamma'(G_c) -4.887e-04 e
cell 12 bohr: 216000 points, 80173 G; box 4 bohr: 8000 points, 2945 g
R (bohr): 6.07 5.94 6.09  box origin index: 20 20 20
tau (bohr): 2.07 1.94 2.09  delta (bohr): 0.07 -0.06 0.09
w = rho xx yy zz, 2 rho xy xz yz: 1.1111 1.4444 1.4444 0.4444 0.4444 0.8889
fold identity residuals 5.6e-16 2.2e-15 5.6e-16 e/bohr^3
max Q 0.97021; max error with phase 8.29e-04, without 1.86e-01 e/bohr^3
max imaginary part with Nyquist terms kept 1.71e-04 e/bohr^3
charge: box 1.36223327 e, 4 x deficit 1.36223327 e
dipole about R, with phase (e bohr): 1.41e-05 -2.73e-05 -2.19e-05
dipole without phase (e bohr): -0.095339 0.081684 -0.122651  -q delta: -0.095356 0.081734 -0.122601
box 10 points (2.0 bohr): relative L2 density error 1.10e-01
box 16 points (3.2 bohr): relative L2 density error 9.15e-04
box 20 points (4.0 bohr): relative L2 density error 7.55e-04
box 24 points (4.8 bohr): relative L2 density error 6.87e-04
box 30 points (6.0 bohr): relative L2 density error 5.91e-04
box 20 points, G_c 8 1/bohr: relative L2 density error 2.33e-02
relative L2 weight of box density outside the cell G sphere 5.82e-04
Gaussian charge +2.0 e, sigma 0.7 bohr, at 7.6 7.0 7.2, distance 2.1672 bohr
fixed V: error 4.1025e-06 Ha, tail formula 4.1025e-06 Ha
tail L1 1.146e-02 e, V span 1.9404 Ha, bound 2.223e-02 Ha
E box 1.5462752 Ha, dense 1.5462716 Ha, difference 3.60e-06 Ha = 0.098 meV
D xx yy zz xy xz yz box   (Ha): 0.351227 0.361184 0.360785 -0.002229 -0.002504 0.003063
D xx yy zz xy xz yz dense (Ha): 0.351217 0.361187 0.360789 -0.002229 -0.002507 0.003063
F box (Ha/bohr): 0.381740 0.258647 0.271375  dense: 0.381790 0.258713 0.271325
|F box - F dense| 9.61e-05 Ha/bohr = 4.94 meV/angstrom
energy jump on moving the origin at x = 6.1 bohr: -2.09e-06 Ha = -0.057 meV
self-energy 1.033655 Ha; ripple dense 2.2e-16, box 1.54e-06, sampled 4.96e-06 Ha
charge ripple box 4.4e-16 e, directly sampled 4.43e-06 e
8 atoms, 80173 G: dense 30.3 ms, box 3.3 ms, rel L2 diff 7.70e-04
27 atoms, 270017 G: dense 241.7 ms, box 9.1 ms, rel L2 diff 7.69e-04
64 atoms, 640603 G: dense 1598.9 ms, box 23.2 ms, rel L2 diff 7.72e-04
measured time exponents in N_at: dense 1.89, box 0.94
```
